\section*{Image-charge overbinding of a relaxed bipolaron in a cubic supercell}

\section*{Problem}

Two carriers of the same sign are trapped in an oxide, either as two distant polarons or as one bipolaron. Their energies are computed in a periodic cubic cell of side $L$ with a uniform neutralising background. The ions are relaxed at fixed cell shape, and no finite-size correction is made. With $E(q,L)$ the energy of the cell holding $q$ carriers, define
\begin{equation}
E_b(L)=2E(1,L)-E(2,L)-E(0,L),
\label{def}
\end{equation}
which is positive when the pair is bound.

(a) Find the leading error of $E_b(L)$ relative to its isolated limit $E_b(\infty)$.

(b) Evaluate it for electronic and static dielectric constants $\varepsilon_\infty=5$ and $\varepsilon_0=20$ and $L=12$ \AA. How large must the cell be for an error of 0.05 eV?

(c) Can the error turn an unbound pair into a bound one?

Assume that the carriers are well localised inside the cell, that the dielectric response is linear and isotropic, and that all three energies in (\ref{def}) use the same $L$. The algebra is in Gaussian-type atomic units, where two unit charges at distance $r$ in vacuum repel with energy $1/r$.

\section*{Solution}

\subsection*{1. The potential of the images}

Place a unit charge at the origin of each cell, add the background density $-1/L^3$, and fix the average potential to zero. Near the origin the potential is $1/r+w(\mathbf r)$, where $w$ comes from the images and the background. No image lies near the origin, so Poisson's equation there contains the background alone:
\begin{equation}
\nabla^2 w=-4\pi\left(-\frac1{L^3}\right)=\frac{4\pi}{L^3}.
\end{equation}
Cubic symmetry forbids linear terms in $w$ and allows a single quadratic term, $c\,r^2$. Since $\nabla^2(c\,r^2)=6c$, we have $c=2\pi/(3L^3)$. The constant term must scale as $1/L$, the only length being $L$. Hence
\begin{equation}
w(\mathbf r)=-\frac{\alpha_M}{L}+\frac{2\pi r^2}{3L^3}+O\!\left(\frac{r^4}{L^5}\right),
\label{w}
\end{equation}
which defines the Madelung constant $\alpha_M$.

To find $\alpha_M$, give each charge its own cube of background. Such a neutral unit has no dipole, and its traceless quadrupole vanishes by symmetry. Its potential therefore falls off as $r^{-5}$, and the sum over units converges absolutely. This sum does not have zero average, however. If $\rho_c$ is the density of one unit, its Fourier transform at small $k$ is $-(k^2/6)\int\rho_c r^2d^3r$. Multiplying by $4\pi/k^2$ gives the space integral of its potential, and dividing by the cell volume gives the average:
\begin{equation}
\bar\phi=-\frac{2\pi}{3L^3}\int\rho_c r^2\,d^3r
=-\frac{2\pi}{3L^3}\left(-\frac{L^2}{4}\right)=\frac{\pi}{6L}.
\end{equation}
Here the point charge contributes nothing to the second moment, and the cube contributes $-3L^2/12$. Summing the units inside a large cube of $(2M+1)^3$ cells and subtracting this average gives
\begin{equation}
-\alpha_M=\lim_{M\to\infty}\left[\sum_{\mathbf n\ne0}\frac1{|\mathbf n|}-(2M+1)^2\int_{\rm unit\ cube}\frac{d^3x}{|\mathbf x|}\right]-\frac{\pi}{6},
\end{equation}
where the integer components of $\mathbf n$ run from $-M$ to $M$. Numerically $\alpha_M=2.837297$, and an Ewald summation gives the same digits.

\subsection*{2. Why the static constant appears}

Let the carriers have density $\rho(\mathbf r)$, counted positive, with Fourier components $\rho_{\mathbf k}=\int_{\rm cell}\rho\,e^{-i\mathbf k\cdot\mathbf r}d^3r$, and let $V=L^3$. Electrons screen with $\varepsilon_\infty$. The ions add a polarisation $\mathbf P$ that costs an energy density $KP^2/2$.

The stiffness $K$ follows from a uniform macroscopic field $\boldsymbol{\mathcal E}$. Minimising $KP^2/2-\mathbf P\cdot\boldsymbol{\mathcal E}$ gives $\mathbf P=\boldsymbol{\mathcal E}/K$. The displacement field $\varepsilon_\infty\boldsymbol{\mathcal E}+4\pi\mathbf P$ must equal $\varepsilon_0\boldsymbol{\mathcal E}$, so
\begin{equation}
\frac{4\pi}{K}=\varepsilon_0-\varepsilon_\infty .
\label{K}
\end{equation}

Around a carrier the polarisation is longitudinal and has bound charge $n_{\mathbf k}=-i\mathbf k\cdot\mathbf P_{\mathbf k}$, so $|\mathbf P_{\mathbf k}|^2=|n_{\mathbf k}|^2/k^2$. The energy of the cell is
\begin{equation}
E=\sum_{\mathbf k\ne0}\frac{2\pi}{Vk^2}\left[\frac{|\rho_{\mathbf k}+n_{\mathbf k}|^2}{\varepsilon_\infty}+\frac{|n_{\mathbf k}|^2}{\varepsilon_0-\varepsilon_\infty}\right].
\end{equation}
The first term is the electrostatic energy, and the second is the elastic cost rewritten with (\ref{K}). The term $\mathbf k=0$ is absent because the background cancels it. Setting the derivative with respect to $n_{\mathbf k}^*$ to zero,
\begin{equation}
\frac{\rho_{\mathbf k}+n_{\mathbf k}}{\varepsilon_\infty}+\frac{n_{\mathbf k}}{\varepsilon_0-\varepsilon_\infty}=0
\quad\Rightarrow\quad
n_{\mathbf k}=-\frac{\varepsilon_0-\varepsilon_\infty}{\varepsilon_0}\rho_{\mathbf k},\qquad
\rho_{\mathbf k}+n_{\mathbf k}=\frac{\varepsilon_\infty}{\varepsilon_0}\rho_{\mathbf k}.
\end{equation}
Inserting these, the bracket becomes
\begin{equation}
|\rho_{\mathbf k}|^2\left[\frac{\varepsilon_\infty}{\varepsilon_0^2}+\frac{\varepsilon_0-\varepsilon_\infty}{\varepsilon_0^2}\right]=\frac{|\rho_{\mathbf k}|^2}{\varepsilon_0}.
\label{eps0}
\end{equation}
The relaxed cell thus has the electrostatic energy of $\rho$ and its images in a medium of constant $\varepsilon_0$. With clamped ions, $n_{\mathbf k}=0$ and the factor is $1/\varepsilon_\infty$. Relaxation contributes the difference, $-(1/\varepsilon_\infty-1/\varepsilon_0)$.

A single electron does not repel itself, whereas the classical energy above contains such a term. Removing the self-repulsion of the isolated carrier changes $E(q,L)$ by an amount independent of $L$ and leaves the size error alone. The repulsion between a carrier and its images must stay. A polaron model that drops the direct term altogether keeps the relaxation part alone, and its size error in $E_b$ is $-\alpha_M(1/\varepsilon_\infty-1/\varepsilon_0)/L$, of the opposite sign.

\subsection*{3. The error in the binding energy}

The energy of the periodic cell minus that of the isolated charge is the interaction through $w$, with a factor $1/2$ because each pair interaction is shared between two cells:
\begin{equation}
E(q,L)-E(q,\infty)=\frac1{2\varepsilon_0}\iint\rho(\mathbf r)\rho(\mathbf r')\,w(\mathbf r-\mathbf r')\,d^3r\,d^3r'.
\label{double}
\end{equation}
The background needs no further term, since the total potential averages to zero. The constant in (\ref{w}) gives
\begin{equation}
E(q,L)-E(q,\infty)=-\frac{q^2\alpha_M}{2\varepsilon_0L}+O(L^{-3}).
\label{single}
\end{equation}
For $q=2$ the shift is $-2\alpha_M/(\varepsilon_0L)$. Two separate calculations with $q=1$ shift by $-\alpha_M/(\varepsilon_0L)$ together, and the neutral cell has no such shift. From (\ref{def}),
\begin{equation}
E_b(L)-E_b(\infty)=-\frac{\alpha_M}{\varepsilon_0L}+\frac{2\alpha_M}{\varepsilon_0L}
=\boxed{\frac{\alpha_M}{\varepsilon_0L}}+O(L^{-3}).
\label{main}
\end{equation}
The error is positive, so the pair is overbound. The charge enters squared, and electrons and holes behave alike. A common offset $\Delta$ of the potential adds $q\Delta$ to $E(q)$ and cancels, because $2\Delta-2\Delta=0$.

The equal-cell condition matters. If the polarons are computed in cells of side $L_1$ and the bipolaron in a cell of side $L_2$, each energy must be taken relative to the neutral cell of its own size. The leading error of $E_b$ is then
\begin{equation}
\frac{\alpha_M}{\varepsilon_0}\left(\frac{2}{L_2}-\frac1{L_1}\right).
\end{equation}
This leading error vanishes at $L_2=2L_1$ and is negative for still larger $L_2$.

\subsection*{4. The next order}

Let $Q=\int\rho r^2d^3r$ and $\mathbf D=\int\rho\,\mathbf r\,d^3r$. Expanding $|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\mathbf r\cdot\mathbf r'$ in (\ref{double}) gives the double integral $2qQ-2D^2$, and the quadratic term of $w$ contributes
\begin{equation}
\frac{2\pi}{3\varepsilon L^3}\,(qQ-D^2)
\end{equation}
in a uniform medium of constant $\varepsilon$. Take Gaussian carriers of variance $\sigma^2$ along each axis. One carrier at the origin has $qQ=3\sigma^2$ and $D=0$. A pair at separation $d$, centred on the origin, has $D=0$ and
\begin{equation}
qQ=2\cdot2\left(3\sigma^2+\frac{d^2}{4}\right)=12\sigma^2+d^2 .
\end{equation}
Two single carriers minus the pair leave $6\sigma^2-(12\sigma^2+d^2)=-(6\sigma^2+d^2)$, so the correction to $E_b$ is
\begin{equation}
-\frac{2\pi(6\sigma^2+d^2)}{3\varepsilon L^3}.
\label{third}
\end{equation}
It reduces the overbinding. A crystal is not uniform on the scale of its lattice parameter, and its response there changes this coefficient. The $1/L$ term is unaffected, since it is fixed by the response at long wavelength.

\subsection*{5. Numbers}

The conversion factor is 1 hartree $\times$ 1 bohr $=14.3996$ eV\,\AA. For part (b),
\begin{equation}
\frac{\alpha_M}{\varepsilon_0L}=\frac{2.8373\times14.3996}{20\times12}\ \text{eV}=0.170\ \text{eV}\quad(0.00626\ \text{hartree}).
\end{equation}
It is the difference between a bipolaron shift of $-0.340$ eV and a shift of $-0.170$ eV for the two polarons together. An error of 0.05 eV requires
\begin{equation}
L=\frac{2.8373\times14.3996}{20\times0.05}\ \text{\AA}=40.9\ \text{\AA}.
\end{equation}
With a lattice parameter of 4 \AA\ this volume is about 1070 lattice cells, and the first cubic supercell that reaches it has $11^3=1331$. Enlarging the cell is thus an expensive cure, while subtracting (\ref{main}) requires only the value of $\varepsilon_0$.

The table gives the leading estimate for several cases. Its last column is the full size error of the lattice model described next, where it was evaluated.

\begin{center}
\begin{tabular}{cccc}
\hline
$\varepsilon_0$ & $L$ (\AA) & $\alpha_M/(\varepsilon_0L)$ (eV) & lattice model (eV)\\
\hline
20 & 8 & 0.255 & --\\
20 & 12 & 0.170 & 0.147\\
20 & 16 & 0.128 & --\\
20 & 24 & 0.085 & 0.0815\\
10 & 12 & 0.340 & --\\
40 & 12 & 0.085 & --\\
\hline
\end{tabular}
\end{center}

For $L=12$ \AA\ and $\varepsilon_0=20$, clamping the ions in all charge states would raise the leading error to 0.681 eV. Omitting the direct image repulsion from the relaxed calculation would make it $0.170-0.681=-0.511$ eV. The choice of dielectric constant, and of what the calculation contains, therefore matters more here than the next order in $1/L$.

\subsection*{6. A lattice that relaxes explicitly}

The derivation treated the ions as a continuum. To test it, put one dipole $\mathbf p_{\mathbf R}$ on each site of a simple cubic lattice with parameter $a=4$ \AA, smeared by a Gaussian of width $s=1.2$ \AA, in a medium with $\varepsilon_\infty=5$. The carriers are Gaussians with $\sigma=1$ \AA\ at cell centres, and the pair occupies neighbouring cells, so $d=4$ \AA. The energy to be minimised is
\begin{equation}
E=\sum_{\mathbf k\ne0}\frac{2\pi}{V\varepsilon_\infty k^2}\left|\rho_{\mathbf k}-i\,e^{-s^2k^2/2}\,\mathbf k\cdot\mathbf p_{\mathbf k}\right|^2+\frac{\kappa}{2}\sum_{\mathbf R}p_{\mathbf R}^2,
\end{equation}
with $\mathbf p_{\mathbf k}=\sum_{\mathbf R}\mathbf p_{\mathbf R}e^{-i\mathbf k\cdot\mathbf R}$. For equal dipoles, $\mathbf P=\mathbf p/a^3$, and the sum runs over the reciprocal lattice vectors $\mathbf G\ne0$. By cubic symmetry $(\mathbf G\cdot\mathbf P)^2/G^2$ averages to $P^2/3$. The energy density is then $KP^2/2$ with
\begin{equation}
K=\kappa a^3+\frac{4\pi}{3\varepsilon_\infty}\sum_{\mathbf G\ne0}e^{-s^2G^2}.
\end{equation}
The spring constant $\kappa$ is chosen so that (\ref{K}) gives $\varepsilon_0=20$. The Madelung law is not an input.

Binding energies in cells of 6, 8, 12 and 16 lattice parameters determine the coefficients of $1$, $L^{-1}$, $L^{-3}$ and $L^{-5}$. The $1/L$ coefficient is 1.0006 times that of (\ref{main}). For one carrier and for the pair separately, the ratios to (\ref{single}) are also 1.0006. With clamped ions the medium is uniform, and the $L^{-3}$ coefficient is 0.9997 times (\ref{third}) with $\varepsilon=\varepsilon_\infty$. The isolated limit moves by $9\times10^{-5}$ eV when the cells used are enlarged from 4, 6, 8 and 12 to 6, 8, 12 and 16 lattice parameters.

For the relaxed lattice the $L^{-3}$ coefficient is $-54$ eV\,\AA$^3$, against $-33$ eV\,\AA$^3$ from (\ref{third}) with $\varepsilon=\varepsilon_0$. The smaller set of cells gives $-59$ eV\,\AA$^3$, and fits with cells of up to 32 lattice parameters converge to $-52$ eV\,\AA$^3$, still far from the uniform value. The lattice-scale response is thus a sizeable part of this term. Its size and sign depend on the model: with $s=1.6$ \AA\ the coefficient is about $-23$ eV\,\AA$^3$, and for $s$ from 1.0 to 2.0 \AA\ the full error at $L=12$ \AA\ runs from 0.140 to 0.169 eV. The numbers below are for $s=1.2$ \AA. At $L=12$ \AA\ the full error is 0.147 eV. Subtracting the leading term leaves $-0.023$ eV, or 14\% of that term, so the corrected pair is slightly underbound. The $L^{-3}$ term alone would leave $-52/12^3=-0.030$ eV; higher orders supply the difference.

\subsection*{7. False binding}

This linear model contains no chemical bond between the carriers, and its isolated pair is repulsive by 0.153 eV (from 0.145 to 0.198 eV as $s$ goes from 1.0 to 2.0 \AA). A real pair can gain energy from a short-range bond and a shared local distortion. Call this gain $W$, and suppose it is the same in every cell. The isolated pair is bound if $W>0.153$ eV. In the uncorrected 12 \AA\ cell, $W>0.006$ eV suffices. For any $W$ between these values the supercell reports a bound bipolaron where the isolated pair is unbound. The answer to (c) is yes, and here the window is nearly as wide as the repulsion itself.

\subsection*{8. Beside real oxides}

The parameters are rough values in the regime of moderately polar transition-metal oxides and represent no particular compound. Oxides close to a ferroelectric instability can have static constants of hundreds, far from the value used here. The leading error is then small, and the $L^{-3}$ terms can compete with it. The constant used in the correction should be that of the same level of theory as the supercell.

Many oxides are anisotropic. Replacing the isotropic value by principal constants 16, 16 and 28, with the same mean, changes the leading error from 0.170 to 0.172 eV. Holding the cell fixed also costs elastic energy relative to a cell whose volume can relax. For bulk modulus $B$ and relaxation volume $v$ per carrier, this cost is $B(qv)^2/(2L^3)$, if volumes add for the pair. The change in $E_b$ is $2Bv^2/(2L^3)-4Bv^2/(2L^3)=-Bv^2/L^3$. With rough values $B=200$ GPa and $v=3$ \AA$^3$ this is $-0.007$ eV. The elastic error relative to the isolated limit is smaller, because the surrounding solid also resists the expansion of an isolated carrier. In an isotropic solid of shear modulus $\mu$ it is the above value times $B/(B+4\mu/3)$.

Localisation holds well in the example. The nearest image carrier in the pair cell is at $12-4=8$ \AA, and Gaussian orbitals whose density has variance $\sigma^2$ overlap by $e^{-8^2/(8\sigma^2)}=3\times10^{-4}$, with $\sigma=1$ \AA. For a carrier spread over much of the cell, the expansion in $1/L$ fails.

At 300 K the thermal energy is 0.026 eV. If the binding energy enters a pair-association constant through a Boltzmann factor, with the prefactor held fixed, the leading error multiplies that constant by about 700, and the full error of the lattice model, 0.147 eV, by about 300. An uncorrected supercell of this size can therefore misjudge whether the carriers in such an oxide are mostly single or paired. The main values used in this solution are listed in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Madelung constant, Ewald: 2.837297
Madelung constant, neutral cubes: 2.837297
chosen eps_inf, eps_0: 5, 20
lattice parameter = pair distance: 4.0 angstrom
carrier width sigma: 1.0 angstrom
dipole smearing width: 1.2 angstrom
example cell side: 12.0 angstrom = 22.677 bohr
hartree*bohr: 14.3996 eV angstrom
shift of two single polarons: -0.1702 eV
shift of bipolaron: -0.3405 eV
leading overbinding: 0.1702 eV = 0.006256 hartree
overbinding, eps_0 20, L 8 angstrom: 0.2554 eV
overbinding, eps_0 20, L 16 angstrom: 0.1277 eV
overbinding, eps_0 20, L 24 angstrom: 0.0851 eV
overbinding, eps_0 10, L 12 angstrom: 0.3405 eV
overbinding, eps_0 40, L 12 angstrom: 0.0851 eV
clamped-ion value (eps_inf): 0.6809 eV
error without direct image repulsion: -0.5107 eV
side for error 0.05 eV: 40.9 angstrom
lattice cells in that supercell: 1066
slope ratio model/law, one carrier: 1.00057
slope ratio model/law, pair: 1.00060
slope ratio model/law, binding: 1.00063
slope ratio, clamped binding: 1.00000
L^-3 ratio, clamped binding: 0.99973
L^-3 coefficient, relaxed: -54.06 eV angstrom^3
L^-3 coefficient, uniform eps_0: -33.17 eV angstrom^3
bonding needed, isolated pair: 0.1532 eV
bonding needed, example cell: 0.0063 eV
isolated limit, shift on larger cells: 9.2e-05 eV
full model error, example cell: 0.1470 eV
left after leading correction: -0.0232 eV
full model error, L 24 angstrom: 0.0815 eV
anisotropic eps_0 chosen: 16, 16, 28
overbinding with anisotropy: 0.1719 eV
rough bulk modulus: 200 GPa
rough relaxation volume per carrier: 3 angstrom^3
fixed-cell elastic change of binding: -0.0065 eV
carrier overlap with image at 8 angstrom: 3.4e-04
thermal energy at 300 K: 0.0259 eV
Boltzmann factor of leading error: 724
\end{verbatim}
